# Why a Late Barrier Correction Fails After Spill into an Insulator: a program that tests the result

```python
"""
Result under test: when the conduction edge of an insulating film lies a depth D
below the Fermi level before charge transfer, self-consistent spill raises the
mid-film edge by u_mid. A shift DELTA added afterwards then gives a barrier that
is too high by u_mid compared with the same shift applied inside the loop.

Symbols (energies in eV, lengths in nm, Fermi level = 0):
eta = Fermi level minus local conduction edge; eta_mid = its mid-film value
D = eta at the ideal metal; L = film thickness; ell = spill length
K = coefficient in eta'' = K eta^(3/2); u_mid = D - eta_mid
"""
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import beta, betainc, expit
from pyscf.dft import libxc

COUL = sc.e / sc.epsilon_0 * 1e9                       # e^2/eps0, eV nm
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m_e, eV nm^2
KT300 = sc.k * 300 / sc.e

D, DELTA, EPS, MASS, L = 0.4, 1.2, 6.0, 1.0, 6.0
BETA_I = 0.4 * beta(0.1, 0.5)


def density(eta, mass=MASS):
    return (np.maximum(eta, 0) * mass / KIN)**1.5 / (3 * np.pi**2)


def coefficient(eps=EPS, mass=MASS):
    return COUL / eps * density(1.0, mass)


def spill_length(depth, eps=EPS, mass=MASS):
    return np.sqrt(20 / (coefficient(eps, mass) * np.sqrt(depth)))


def eta_middle(depth, thick, eps=EPS, mass=MASS):
    ell = spill_length(depth, eps, mass)

    def mismatch(r):
        return 2 * thick / ell * r**0.25 - BETA_I * (1 - betainc(0.1, 0.5, r**2.5))
    return depth * brentq(mismatch, 1e-14, 1.0, xtol=1e-15)


def edge_slope(depth, thick, eps=EPS, mass=MASS):
    mid = eta_middle(depth, thick, eps, mass)
    return np.sqrt(0.8 * coefficient(eps, mass) * (depth**2.5 - mid**2.5))


def solve_tridiagonal(diagonal, off, rhs):
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = off
    bands[1] = diagonal
    bands[2, :-1] = off
    return solve_banded((1, 1), bands, rhs)


def poisson_profile(n_of_eta, dn_of_eta, boundary, thick, intervals):
    """Finite-difference solution of eta'' = (e^2/eps) n(eta)."""
    h = thick / intervals
    eta = np.full(intervals - 1, float(boundary))
    for _ in range(100):
        full = np.concatenate(([boundary], eta, [boundary]))
        residual = np.diff(full, 2) / h**2 - COUL / EPS * n_of_eta(eta)
        diagonal = -2 / h**2 - COUL / EPS * dn_of_eta(eta)
        step = solve_tridiagonal(diagonal, 1 / h**2, -residual)
        eta = eta + step
        if np.max(np.abs(step)) < 1e-9:
            x = np.linspace(0, thick, intervals + 1)
            return x, np.concatenate(([boundary], eta, [boundary]))
    raise AssertionError("Poisson iteration did not converge")


def cold_slope(eta):
    return 1.5 * np.sqrt(np.maximum(eta, 0)) * density(1.0)


def quantum_rise(edge, step=0.03, metal=3.0, metal_depth=2.0, kT=0.005):
    """Mid-film potential rise from Schrodinger-Poisson, metal/film/metal."""
    n_m, n_i = round(metal / step), round(L / step)
    size = 2 * n_m + n_i - 1
    left, right = n_m - 1, n_m - 1 + n_i
    base = np.full(size, -metal_depth)
    base[left + 1:right] = edge
    base[[left, right]] = (edge - metal_depth) / 2
    hop = KIN / MASS / step**2
    u = np.zeros(n_i - 1)
    for _ in range(150):
        potential = base.copy()
        potential[left + 1:right] += u
        energy, psi = eigh_tridiagonal(
            potential + 2 * hop, np.full(size - 1, -hop),
            select="v", select_range=(-metal_depth - 1, 20 * kT))
        weight = psi[left + 1:right]**2 / step / (2 * np.pi * KIN / MASS)
        new = u.copy()
        for _ in range(60):
            arg = (-energy[None, :] - (new - u)[:, None]) / kT
            n = kT * np.sum(weight * np.logaddexp(0, arg), axis=1)
            dn = -np.sum(weight * expit(arg), axis=1)
            full = np.concatenate(([0.0], new, [0.0]))
            residual = np.diff(full, 2) / step**2 + COUL / EPS * n
            change = solve_tridiagonal(-2 / step**2 + COUL / EPS * dn,
                                       1 / step**2, -residual)
            new = new + change
            if np.max(np.abs(change)) < 1e-10:
                break
        shift = np.max(np.abs(new - u))
        u = u + 0.8 * (new - u)
        if shift < 1e-6:
            return u[n_i // 2 - 1]
    raise AssertionError("Schrodinger-Poisson iteration did not converge")


# Density formula against an explicit count of plane waves in a periodic box
box = 60.0
radius = np.sqrt(D * MASS / KIN) * box / (2 * np.pi)
m = np.arange(-int(radius) - 1, int(radius) + 2)
inside = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2) < radius**2
counted = 2 * np.count_nonzero(inside) / box**3
assert abs(counted / density(D) - 1) < 0.01

# Film formulas against finite differences
ell = spill_length(D)
eta_mid = eta_middle(D, L)
x, profile = poisson_profile(density, cold_slope, D, L, 1200)
assert abs(profile[600] / eta_mid - 1) < 2e-3
n_profile = density(profile)
sheet_numeric = np.sum((n_profile[1:] + n_profile[:-1]) / 2 * np.diff(x))
sheet_film = 2 * edge_slope(D, L) * EPS / COUL
assert abs(sheet_numeric / sheet_film - 1) < 2e-3
x_far, far = poisson_profile(density, cold_slope, D, 40.0, 4000)
for position in (1.0, 3.0):
    law = D * (1 + position / ell)**-4
    assert abs(np.interp(position, x_far, far) / law - 1) < 3e-3
n_far = density(far[:2001])
sheet_far = np.sum((n_far[1:] + n_far[:-1]) / 2 * np.diff(x_far[:2001]))
sheet_thick = 4 * EPS * D / (COUL * ell)
assert abs(sheet_far / sheet_thick - 1) < 3e-3
eta_short = D * (BETA_I / (4 + 2 * L / ell))**4
assert abs(eta_short / profile[600] - 1) < 3e-3
_, thin = poisson_profile(density, cold_slope, D, 0.1, 200)
assert abs((D - thin[100]) / (COUL / EPS * density(D) * 0.1**2 / 8) - 1) < 0.03

error = D - eta_mid
rigid, in_loop = DELTA - eta_mid, DELTA - D
pinning = (eta_middle(D + 0.01, L) - eta_middle(D - 0.01, L)) / 0.02

# Continuity of the semilocal exchange potential under a small added density
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
hartree = sc.physical_constants["Hartree energy in eV"][0]
n_valence = 500.0
rho = np.array([n_valence, n_valence + density(D)]) * bohr**3
v_x = np.ravel(libxc.eval_xc("LDA_X,", rho, spin=0, deriv=1)[1][0]) * hartree
v_xc = np.ravel(libxc.eval_xc("LDA_X,LDA_C_PW", rho, spin=0, deriv=1)[1][0]) * hartree
v_x_formula = -COUL / (4 * np.pi) * (3 * n_valence / np.pi)**(1 / 3)
dv_formula = v_x_formula * density(D) / (3 * n_valence)
assert abs((v_x[1] - v_x[0]) / dv_formula - 1) < 0.01
assert abs(v_xc[1] - v_xc[0]) < 0.05 * DELTA

# Room-temperature occupation, spilled and with the shift inside the loop
s = np.linspace(0, 1.4, 2501)
eta_table = np.linspace(-1.0, 0.6, 641)
integrand = 2 * s**2 * expit((eta_table[:, None] - s**2) / KT300)
n_table = np.sum(integrand, axis=1) * (s[1] - s[0]) * (MASS / KIN)**1.5 / (2 * np.pi**2)
warm = CubicSpline(eta_table, n_table)
warm_slope = warm.derivative()
_, warm_profile = poisson_profile(warm, warm_slope, D, L, 600)
_, warm_shifted = poisson_profile(warm, warm_slope, D - DELTA, L, 600)
error_warm = D - warm_profile[300]
rise_shifted = (D - DELTA) - warm_shifted[300]
assert error_warm > error and abs(rise_shifted) < 1e-6

# Imperfect screening in the metal: part of the rise occurs inside the metal
LAMBDA = 0.05
depth_left = brentq(lambda d: d + EPS * edge_slope(d, L) * LAMBDA - D, 1e-3, D)
error_metal = D - eta_middle(depth_left, L)

# Quantum test: shift after the loop versus shift inside it
edges = (-0.4, -0.2, 0.4, 0.6, 0.8, 1.6)
rise = {edge: quantum_rise(edge) for edge in edges}
q_error = rise[-0.4] - rise[0.8]
q_control = rise[0.4] - rise[1.6]
q_slope_spill = 1 + (rise[-0.2] - rise[-0.4]) / 0.2
q_slope_control = 1 + (rise[0.6] - rise[0.4]) / 0.2
q_fine = quantum_rise(-0.4, step=0.015) - quantum_rise(0.8, step=0.015)
q_metal = quantum_rise(-0.4, metal=4.5) - quantum_rise(0.8, metal=4.5)
assert 0.5 * D < q_error < 1.25 * D
assert abs(q_control) < 0.5 * q_error
assert q_slope_spill < 0.5 and q_slope_control > 0.7
assert abs(q_fine - q_error) < 0.03 and abs(q_metal - q_error) < 0.03

print(f"Input depth D: {D:.2f} eV; needed shift: {DELTA:.2f} eV")
print(f"Input permittivity: {EPS:.1f}; mass: {MASS:.1f} m_e; L: {L:.1f} nm")
print(f"e^2/eps0: {COUL:.4f} eV nm; hbar^2/2m_e: {KIN:.5f} eV nm^2")
print(f"Coefficient K: {coefficient():.3f} eV^-1/2 nm^-2")
print(f"Beta constant I: {BETA_I:.4f}")
print(f"Density at metal side: {density(D):.3f} nm^-3")
print(f"Same, by counting states: {counted:.3f} nm^-3")
print(f"Spill length ell: {ell:.3f} nm")
print(f"Sheet density, thick, one side: {sheet_thick * 1e14:.3e} cm^-2")
print(f"Sheet density, film, both sides: {sheet_film * 1e14:.3e} cm^-2")
print(f"Interface field in film: {edge_slope(D, L) * 10:.2f} MV/cm")
print(f"Mid-film eta, beta formula: {eta_mid * 1e3:.3f} meV")
print(f"Mid-film eta, short formula: {eta_short * 1e3:.3f} meV")
print(f"Mid-film eta, finite diff.: {profile[600] * 1e3:.3f} meV")
print(f"Spill error u_mid: {error:.4f} eV")
print(f"Barrier, shift afterwards: {rigid:.4f} eV")
print(f"Barrier, shift in loop: {in_loop:.4f} eV")
print(f"False emission factor, 300 K: {np.exp(-error / KT300):.2e}")
print(f"Slope of late barrier vs phi0: {pinning:.4f}")
for depth in (0.2, 0.4, 0.6):
    late = DELTA - eta_middle(depth, L)
    print(f"D={depth:.1f} eV: late {late:.4f}, in loop {DELTA - depth:.4f} eV")
for thick in (1.0, 2.0, 4.0, 6.0, 10.0):
    print(f"L={thick:.0f} nm: spill error {D - eta_middle(D, thick):.4f} eV")
print(f"Model valence density: {n_valence:.0f} nm^-3")
print(f"Exchange change, formula: {dv_formula * 1e3:.2f} meV")
print(f"Exchange change, libxc: {(v_x[1] - v_x[0]) * 1e3:.2f} meV")
print(f"Exchange-correlation change: {(v_xc[1] - v_xc[0]) * 1e3:.2f} meV")
print(f"kT at 300 K: {KT300:.5f} eV")
print(f"Spill error at 300 K: {error_warm:.4f} eV")
print(f"In-loop rise at 300 K: {abs(rise_shifted):.1e} eV")
print(f"Metal screening length used: {LAMBDA:.2f} nm")
print(f"Depth left at interface: {depth_left:.4f} eV")
print(f"Error with metal screening: {error_metal:.4f} eV")
print(f"Error, permittivity 100: {D - eta_middle(D, L, eps=100.0):.4f} eV")
for mass in (0.5, 3.0):
    print(f"Error, mass {mass:.1f} m_e: {D - eta_middle(D, L, mass=mass):.4f} eV")
print("Quantum model: metal 2 eV deep, 3 nm per side, kT 0.005 eV")
for edge in edges:
    print(f"Quantum edge {edge:+.1f} -> {edge + rise[edge]:+.4f} eV")
print(f"Quantum error, spilled: {q_error:.4f} eV")
print(f"Quantum error, control: {q_control:.4f} eV")
print(f"Quantum slope, spilled: {q_slope_spill:.3f}")
print(f"Quantum slope, control: {q_slope_control:.3f}")
print(f"Shift on halving mesh: {(q_fine - q_error) * 1e3:+.2f} meV")
print(f"Shift, metal 4.5 nm: {(q_metal - q_error) * 1e3:+.2f} meV")
print("checks complete")
```

Printed output:

```
Input depth D: 0.40 eV; needed shift: 1.20 eV
Input permittivity: 6.0; mass: 1.0 m_e; L: 6.0 nm
e^2/eps0: 18.0951 eV nm; hbar^2/2m_e: 0.03810 eV nm^2
Coefficient K: 13.696 eV^-1/2 nm^-2
Beta constant I: 4.5292
Density at metal side: 1.149 nm^-3
Same, by counting states: 1.149 nm^-3
Spill length ell: 1.519 nm
Sheet density, thick, one side: 3.492e+13 cm^-2
Sheet density, film, both sides: 6.983e+13 cm^-2
Interface field in film: 10.53 MV/cm
Mid-film eta, beta formula: 8.401 meV
Mid-film eta, short formula: 8.401 meV
Mid-film eta, finite diff.: 8.401 meV
Spill error u_mid: 0.3916 eV
Barrier, shift afterwards: 1.1916 eV
Barrier, shift in loop: 0.8000 eV
False emission factor, 300 K: 2.64e-07
Slope of late barrier vs phi0: 0.0071
D=0.2 eV: late 1.1934, in loop 1.0000 eV
D=0.4 eV: late 1.1916, in loop 0.8000 eV
D=0.6 eV: late 1.1904, in loop 0.6000 eV
L=1 nm: spill error 0.1950 eV
L=2 nm: spill error 0.3132 eV
L=4 nm: spill error 0.3772 eV
L=6 nm: spill error 0.3916 eV
L=10 nm: spill error 0.3981 eV
Model valence density: 500 nm^-3
Exchange change, formula: -8.62 meV
Exchange change, libxc: -8.61 meV
Exchange-correlation change: -9.09 meV
kT at 300 K: 0.02585 eV
Spill error at 300 K: 0.4279 eV
In-loop rise at 300 K: 1.2e-14 eV
Metal screening length used: 0.05 nm
Depth left at interface: 0.2364 eV
Error with metal screening: 0.3930 eV
Error, permittivity 100: 0.2654 eV
Error, mass 0.5 m_e: 0.3706 eV
Error, mass 3.0 m_e: 0.3993 eV
Quantum model: metal 2 eV deep, 3 nm per side, kT 0.005 eV
Quantum edge -0.4 -> -0.0003 eV
Quantum edge -0.2 -> +0.0100 eV
Quantum edge +0.4 -> +0.4845 eV
Quantum edge +0.6 -> +0.6678 eV
Quantum edge +0.8 -> +0.8557 eV
Quantum edge +1.6 -> +1.6297 eV
Quantum error, spilled: 0.3439 eV
Quantum error, control: 0.0548 eV
Quantum slope, spilled: 0.052
Quantum slope, control: 0.917
Shift on halving mesh: -0.85 meV
Shift, metal 4.5 nm: +4.89 meV
checks complete
```
